# Why static random-phase local fields cannot raise the electronic permittivity above the head

**Q.** You claim that local fields cannot raise the permittivity of a dielectric. Yet a local field can be stronger than the mean field. What exactly is being compared?

**A.** Two numbers built from the same electronic response. Take a periodic insulator with fixed ions, in its ground state, with time-reversal symmetry and a local one-electron potential. Add a weak static potential of wavevector \(q\). The crystal mixes \(q\) with \(q+G\), where \(G\) is a reciprocal-lattice vector, so the electron's total potential energy is

\[
v(r)=\sum_G v_G e^{i(q+G)\cdot r}+\text{c.c.}
\]

In the random-phase approximation the electrons respond to this total potential as if independent, \(n_G=\sum_{G'}\chi^0_{GG'}v_{G'}\), and their induced density acts back only through the Coulomb interaction. Writing \(e^2\) for \(e^2/4\pi\varepsilon_0\),

\[
v_G=v^{\rm ext}_G+\frac{4\pi e^2}{|q+G|^2}\,n_G .
\]

I solve for \(v^{\rm ext}_G\), multiply by \(|q+G|\), and use the field amplitudes \(u_G=|q+G|v_G\):

\[
u^{\rm ext}_G=\sum_{G'}\varepsilon_{GG'}u_{G'},\qquad
\varepsilon_{GG'}=\delta_{GG'}-\frac{4\pi e^2\,\chi^0_{GG'}}{|q+G||q+G'|}.
\]

The first number is the head \(\varepsilon_{00}\). It gives the response when the total field has no components with \(G\neq0\). The second is the macroscopic permittivity \(\varepsilon_M\). There the external field is smooth, but the total field may develop any components it needs. Then \(u_0=[\varepsilon^{-1}]_{00}u^{\rm ext}_0\), so

\[
\varepsilon_M=\frac{u_0^{\rm ext}}{u_0}=\frac1{[\varepsilon^{-1}]_{00}} .
\]

**Q.** You changed the matrix by multiplying with \(|q+G|\). Did that change the answer?

**A.** No. With \(S\) the diagonal matrix of the lengths \(|q+G|\), the new matrix is \(S\varepsilon^{\rm old}S^{-1}\) and its inverse is \(S(\varepsilon^{\rm old})^{-1}S^{-1}\). On a diagonal element the two factors cancel, so both the head and \([\varepsilon^{-1}]_{00}\) are unchanged. The gain is that the new matrix is Hermitian whenever \(\chi^0\) is.

**Q.** Everything must then hang on the sign of \(\chi^0\). Where does it come from?

**A.** From first-order perturbation theory. An occupied state \(\psi_v\) acquires

\[
\delta\psi_v=\sum_c\psi_c\,\frac{\langle c|\delta V|v\rangle}{E_v-E_c},
\]

where \(c\) runs over empty states. Mixing between two occupied states drops out of the density, because their two denominators are opposite. The density change is \(2\sum_v(\psi_v^*\delta\psi_v+\text{c.c.})\), the 2 being for spin. I project it on \(e^{i(q+G)\cdot r}\) in a crystal of \(N_k\) cells of volume \(\Omega\), and define

\[
\rho_G=\langle v,k|e^{-i(q+G)\cdot r}|c,k+q\rangle .
\]

The term \(\psi_v^*\delta\psi_v\) gives \(\rho_G\rho_{G'}^*/(E_v-E_c)\). The conjugate term contains \(\langle c,k-q|e^{-i(q+G)\cdot r}|v,k\rangle\). Time reversal lets us choose \(\psi_{n,-k}=\psi_{n,k}^*\), which turns this element into \(\langle v,-k|e^{-i(q+G)\cdot r}|c,-k+q\rangle\). Relabelling \(-k\) as \(k\) reproduces the first term. Hence

\[
\chi^0_{GG'}=-\frac{4}{N_k\Omega}\sum_{k,v,c}\frac{\rho_G\rho_{G'}^*}{E_c-E_v}.
\]

For any coefficients \(y_G\),

\[
-\sum_{GG'}y_G^*\chi^0_{GG'}y_{G'}=\frac4{N_k\Omega}\sum_{k,v,c}\frac{|\sum_G y_G^*\rho_G|^2}{E_c-E_v}\ge0 .
\]

Labelling each transition by \(t\), with energy \(\Delta_t=E_c-E_v\), I can write

\[
\varepsilon=1+MM^\dagger,\qquad
M_{G,t}=\sqrt{\frac{16\pi e^2}{N_k\Omega\Delta_t}}\;\frac{\rho_{G,t}}{|q+G|},
\]

and therefore \(y^\dagger\varepsilon y=|y|^2+|M^\dagger y|^2\ge|y|^2\).

**Q.** Can that sign be seen without the sum over transitions?

**A.** Yes, in the energy of the independent electrons. To second order it changes by half the integral of potential times induced density. For the real potential above, the two conjugate halves add to

\[
E_2=V\sum_{GG'}v_G^*\chi^0_{GG'}v_{G'},
\]

with \(V\) the crystal volume. A ground state can only be lowered at second order, so \(E_2\le0\). I tested this in a model crystal without inversion symmetry, repeated four times along one axis. For a weak random potential, second differences of the band energy gave \(-1.916\times10^{-5}\) eV, and the formula gave the same.

**Q.** Now the local fields. A positive matrix can have off-diagonal elements of any phase. Why can they not help?

**A.** Separate the \(G=0\) component from the rest:

\[
\varepsilon=\begin{pmatrix}h&w^\dagger\\ w&B\end{pmatrix},\qquad h=\varepsilon_{00}.
\]

Let \(x\) be the column of local fields relative to the mean field, \(x_G=u_G/u_0\) for \(G\neq0\). The external field has no such components, so the lower rows read \(w+Bx=0\). Applying \(y^\dagger\varepsilon y\ge|y|^2\) to vectors with no \(G=0\) component shows that every eigenvalue of \(B\) is at least 1. So \(B\) can be inverted, and \(x=-B^{-1}w\). The top row, divided by \(u_0\), is \(\varepsilon_M=h+w^\dagger x\), or

\[
\boxed{\;\varepsilon_M=\varepsilon_{00}-w^\dagger B^{-1}w\le\varepsilon_{00}\;}
\]

This is the Schur complement of \(B\). The phases do not matter because the wing \(w\) enters twice: once when the mean field creates local fields, and once, conjugated, when these act back. Equality requires \(w=0\), since \(B^{-1}\) is positive definite. Its eigenvalues do not exceed 1, so the reduction is at most \(|w|^2\):

\[
\varepsilon_{00}-|w|^2\le\varepsilon_M\le\varepsilon_{00}.
\]

**Q.** That is algebra. What do the fields gain by arranging themselves in this way?

**A.** They minimize a quadratic form at fixed mean field. Complete the square:

\[
\begin{aligned}
(1,x)^\dagger\varepsilon(1,x)&=h+w^\dagger x+x^\dagger w+x^\dagger Bx\\
&=\varepsilon_M+(x+B^{-1}w)^\dagger B(x+B^{-1}w).
\end{aligned}
\]

The last term is non-negative and vanishes for the true local fields. Thus \(\varepsilon_M\) is the minimum over \(x\), and the head is the value at the trial choice \(x=0\). The form itself is at least \(1+|x|^2\), which also proves \(\varepsilon_M\ge1\). Finally, allowing more \(G\) vectors enlarges the set of trial fields. With \(\chi^0\) held fixed, a larger matrix can therefore lower \(\varepsilon_M\) or leave it alone, but not raise it.

In the fourfold crystal, at \(q\) equal to one quarter of \(2\pi/a\), with \(a\) the lattice constant, I applied a weak cosine potential and computed the density directly. Without feedback the response gave a head of 1.6166. Iterating the induced potential to self-consistency, with 18 nonzero \(G\) vectors kept in the feedback, gave \(\varepsilon_M=1.4540\). Both agree to the digits shown with the matrix formulas for the same set of vectors. This tests the formulas; the set is too small for a converged \(\varepsilon_M\). The iterated local fields also matched \(-B^{-1}w\), whose largest component is 0.21 of the mean field.

**Q.** Show me a case I can solve without matrices.

**A.** Take a stack of layers, each with a local permittivity, so that \(\varepsilon(z)\) depends on height. For a field normal to the layers the matrix elements are the Fourier coefficients of \(\varepsilon(z)\), apart from signs that come from using the lengths \(|q+G|\), and the head is the plain average. But the displacement \(D\) is constant through the stack, the field is \(D/\varepsilon_0\varepsilon(z)\), and \(\varepsilon_M\) is the harmonic mean. For two layers of equal thickness,

\[
\varepsilon_{00}-\varepsilon_M=\frac{\varepsilon_1+\varepsilon_2}2-\frac{2\varepsilon_1\varepsilon_2}{\varepsilon_1+\varepsilon_2}
=\frac{(\varepsilon_1-\varepsilon_2)^2}{2(\varepsilon_1+\varepsilon_2)}\ge0 .
\]

If \(q\) lies in the plane of the layers, the wing elements carry the factor \(q\cdot(q+G)/(|q||q+G|)\). With \(G\) normal to the plane this equals \(|q|/|q+G|\), which vanishes as \(q\to0\). The wings disappear and \(\varepsilon_M\) equals the head. This is the case of equality.

**Q.** I still have the Lorentz field. In a cubic array of polarizable atoms the neighbours strengthen the field at each atom, and the permittivity goes up.

**A.** It goes up relative to a sum of atomic polarizabilities, which is not the head. A true atomic polarizability already includes the field that the atom's own induced charge exerts on itself. The head leaves that field out.

A simple model shows the balance. Let each atom be a uniformly polarized sphere of volume \(V_s\) with independent-electron polarizability \(\alpha_0\) and dipole \(p\). The neighbours add \(p/(3\varepsilon_0\Omega)\) to the mean field \(E\), and the sphere's own charge subtracts \(p/(3\varepsilon_0V_s)\):

\[
p=\alpha_0\left[E+\frac{p}{3\varepsilon_0\Omega}-\frac{p}{3\varepsilon_0V_s}\right].
\]

With \(H=\alpha_0/(\varepsilon_0\Omega)\), which is the head minus 1, and \(\varepsilon_M-1=p/(\varepsilon_0\Omega E)\), solving for \(p\) gives

\[
\varepsilon_M-1=\frac{H}{1+\frac H3\left(\frac{\Omega}{V_s}-1\right)}.
\]

Spheres that do not overlap have \(V_s<\Omega\), so the self-field wins. In this model the Lorentz enhancement is real, but it is the smaller of the two terms. The formula keeps only dipoles. It is accurate for well-separated spheres; for nearly touching ones the polarization is no longer uniform, and \(\varepsilon_M\) lies somewhat above the formula while staying below the head.

**Q.** A capacitor needs the limit \(q\to0\). The factor \(1/|q|\) in \(M\) looks dangerous.

**A.** In an insulator it cancels. Let \(|u_n\rangle\) be the periodic part of a Bloch state and \(\kappa\) the wavevector operator. Going from \(k\) to \(k+q\) adds \((\hbar^2/m)\,q\cdot\kappa\) to the Hamiltonian at first order, and the conduction state gains a valence component:

\[
\rho_0=\langle u_{v,k}|u_{c,k+q}\rangle\simeq\frac{\hbar^2}{m}\,\frac{q\cdot\langle v|\kappa|c\rangle}{E_c-E_v}.
\]

Dividing by \(|q|\) leaves a finite quantity that depends on the direction \(\hat q\). The head becomes \(\sum_{ij}\hat q_iH_{ij}\hat q_j\) and the wing \(\sum_j\hat q_jW_j\), while \(B\) tends to a matrix independent of direction. Hence

\[
\varepsilon_{M,ij}=H_{ij}-W_i^\dagger B^{-1}W_j ,
\]

and the subtracted tensor is positive semidefinite. The inequality holds along every direction, provided both sides refer to the same one. In a metal the energy denominators can vanish and this limit does not apply.

For the crystal without inversion, along \((1,2,3)\), a very small \(q\) and the limiting formula both gave \(\varepsilon_M=1.3492\) on the same coarse \(k\) mesh. The difference between the head and macroscopic tensors had eigenvalues 0.129, 0.158 and 0.183, all positive.

**Q.** How large is the effect in something like a low-k film?

**A.** Take a simple cubic model with \(a=0.32\) nm, two electrons per cell and a cosine potential of amplitude 9 eV along each axis. Its band gap is 6.8 eV. With seven \(k\) points per axis and 80 nonzero \(G\) vectors,

\[
\varepsilon_M=1.772-0.218=1.554 .
\]

The squared wing norm is \(|w|^2=0.359\), so the simple lower bound is \(1.772-0.359=1.413\). Using the head in place of \(\varepsilon_M\) would overestimate the permittivity by 14 % of \(\varepsilon_M\). In the susceptibility the loss is larger, \(0.218/0.772\), or 28 % of the head value, because the vacuum contribution of 1 is not affected.

The first six \(G\) vectors bring the value from 1.772 to 1.621, about 69 % of the full reduction. With 18 vectors it is 1.566, and the last shell changes it by 0.0004. The sequence falls throughout, as the minimum principle requires.

The \(k\) mesh matters more. Going from four to seven points per axis changes \(\varepsilon_M\) by 0.014, and from five to seven by 0.003. The potential is separable, so the head can also be computed from a dense one-dimensional sum. That gives 1.7720 against 1.7718. I would quote \(\varepsilon_M\) as 1.55.

**Q.** Real porous organosilicate films have a static k above your head of 1.77. Does that refute you?

**A.** No, because the theorem concerns electrons around fixed ions. Such films have an optical permittivity of very roughly 1.5 to 2 and a static k of roughly 2 to 3. The model's 1.55 lies at the low end of the optical range, and its periodic 0.32 nm cell does not represent an amorphous network with pores. A static measurement on a real capacitor also breaks the assumption of clamped ions. Suppose each cell has one polar mode with effective charge \(Z\), mass \(\mu\) and transverse frequency \(\omega\). A mean field \(E\) displaces it by \(ZeE/\mu\omega^2\). The dipole per volume, divided by \(\varepsilon_0E\), is

\[
\Delta\varepsilon=\frac{Z^2e^2}{\varepsilon_0\mu\omega^2\Omega},
\]

where \(e\) is now the charge in SI units. Round values \(Z=1\), \(\mu=10\) atomic mass units and 500 cm\(^{-1}\) give 0.60. The static value becomes about \(1.55+0.60=2.15\), above the electronic head. A measured static k therefore cannot be set against this bound until the lattice part, and any part from rotating dipoles, has been removed. Even then the measured value contains exchange and correlation, which the random-phase bound leaves out.

**Q.** What about processing temperature and operating field?

**A.** At 673 K the factor \(\exp(-E_g/2k_BT)\), with \(E_g\) the band gap, is about \(3\times10^{-26}\), so thermal carriers are negligible in this model. The sign would survive them anyway. In equilibrium the occupations \(f\) fall with energy, so \((f_a-f_b)/(E_a-E_b)\) is never positive. An inverted population would remove that guarantee.

At 1 MV/cm the potential energy changes by 0.032 eV across a cell, 0.5 % of the gap. This supports the use of linear response. It says nothing about breakdown, which depends on defects and carrier heating.

**Q.** And for an alternating field?

**A.** The two orders of each transition then have denominators \(\Delta-\hbar\omega\) and \(\Delta+\hbar\omega\), where \(\omega\) is now the frequency of the field. Their sum is

\[
\frac1{\Delta-\hbar\omega}+\frac1{\Delta+\hbar\omega}=\frac{2\Delta}{\Delta^2-\hbar^2\omega^2}.
\]

Below the lowest transition energy every term keeps its sign, and the proof goes through. Above it some terms change sign, and the proof gives no bound.

**Q.** You keep saying "random-phase". Is that a technicality?

**A.** No. Exchange and correlation add a kernel \(f\), so that the electrons respond to \(v+fn\). Let \(Q=\varepsilon-1\) be the random-phase matrix, and scale the induced density as \(p_G=-4\pi e^2n_G/|q+G|\). Then \(p=Qu^{\rm eff}\), where the driving field is

\[
u^{\rm eff}=u^{\rm mean}-(D+F)p,\qquad
F_{GG'}=\frac{|q+G||q+G'|}{4\pi e^2}f_{GG'} .
\]

Here \(u^{\rm mean}\) has only its \(G=0\) component \(u_0\), and \(D\) is the unit matrix with its head set to zero, because \(u_0\) already contains the mean induced field. Solving for \(p\) and using \(u^{\rm ext}_0=u_0+p_0\),

\[
\varepsilon_M=1+\left[(1+Q(D+F))^{-1}Q\right]_{00}.
\]

For \(F=0\) this is the earlier result. Write \(X\) for the random-phase value of \(\varepsilon_M-1\), and add an attractive kernel with a head element alone, \(F_{00}=-\beta\). The mean drive becomes \(u_0+\beta p_0\), so \(p_0=X(u_0+\beta p_0)\) and

\[
\varepsilon_M-1=\frac{X}{1-\beta X},\qquad \beta X<1 .
\]

This exceeds \(H=\varepsilon_{00}-1\) when \(1/X-\beta<1/H\), that is, when \(\beta>1/X-1/H\).

**Q.** Is there a case in which the bound really breaks?

**A.** Yes, for a kernel whose strength I choose by hand, not one derived for a material. In the fourfold crystal, with the same 18 nonzero \(G\) vectors as before, the critical value is \(\beta=0.58\). With \(\beta=0.871\) the formula gives

\[
\varepsilon_M=1+\frac{0.454}{1-0.871\times0.454}=1.751 ,
\]

and direct iteration confirmed it. The head is still 1.617, so the bound is violated. In the cubic example the critical value is 0.51. That example is taken at \(q\to0\), where a finite \(\beta\) requires a kernel that grows as \(1/|q|^2\).

**Q.** Does an ordinary kernel do this too?

**A.** I tried the adiabatic local-density exchange kernel, without correlation, in the cubic example. It gave 1.65 with 80 nonzero \(G\) vectors and 1.71 with 32. Both values lie above the random-phase 1.55 and below the head of 1.77. The difference of 0.06 shows that 32 vectors are too few for this kernel. Beyond 80 the value changes by less than 0.001. The kernel thus undoes a little under half of the reduction. The random-phase 1.55 is thus a value within one approximation, not a prediction for a material.

**Q.** How should I use the inequality, then?

**A.** As a check on a calculation. For one static \(\chi^0\), one direction and fixed ions, a random-phase result with local fields that lies above the result without them signals an error or inconsistent inputs. Comparing two functionals is different: they change \(\chi^0\), and the bound does not order their results. The numerical output below lists the values at full printed precision.

## Calculated quantities

```
SUPERCELL TEST, crystal without inversion, q = 1/4 of 2pi/a
head: matrix 1.616557, frozen response 1.616557
eps_M: Schur 1.454041, iterated field 1.454041
largest local-field amplitude / mean: 0.2128
second-order energy: direct -1.91609e-05 eV
second-order energy: formula -1.91609e-05 eV
contact kernel -0.005 eV nm^3: direct 1.469753
contact kernel, formula: 1.469753
head-only kernel: critical beta 0.5805, used 0.8708
eps_M with that kernel (above head): 1.750953
LONG-WAVE TEST, same crystal, direction (1,2,3)
eps_M: tiny q 1.349154, limit 1.349154
eigenvalues of head minus eps_M tensor: 0.12936 0.15827 0.18308
WORKED EXAMPLE, cubic cosine crystal, 7 k points per axis
lattice constant 0.32 nm, cosine amplitude 9.0 eV per axis
band gap 6.804 eV, smallest vertical 8.795 eV
head eps_00: 1.7718
head from dense one-dimensional sum: 1.7720
macroscopic eps_M: 1.5540
reduction w^+ B^-1 w: 0.2177
wing norm squared |w|^2: 0.3591
lower bound eps_00 - |w|^2: 1.4126
excess of head over eps_M: 14.01 %
drop in susceptibility: 28.21 %
refractive index sqrt(eps_M): 1.2466
|G|^2 <= 0 (2pi/a)^2, 0 nonzero G: eps_M 1.77176
|G|^2 <= 1 (2pi/a)^2, 6 nonzero G: eps_M 1.62108
|G|^2 <= 2 (2pi/a)^2, 18 nonzero G: eps_M 1.56568
|G|^2 <= 3 (2pi/a)^2, 26 nonzero G: eps_M 1.55763
|G|^2 <= 4 (2pi/a)^2, 32 nonzero G: eps_M 1.55617
|G|^2 <= 5 (2pi/a)^2, 56 nonzero G: eps_M 1.55448
|G|^2 <= 6 (2pi/a)^2, 80 nonzero G: eps_M 1.55405
change of eps_M, k mesh 4 to 7 per axis: 1.4e-02
change of eps_M, k mesh 5 to 7 per axis: 3.0e-03
change of eps_M, larger plane-wave basis: 3.3e-05
EFFECTS LEFT OUT
eps_M with local-density exchange kernel: 1.6495
same, only |G|^2 <= 4: 1.7108
critical beta of head-only kernel: 0.5092
polar mode: charge 1.0 e, mass 10.0 u, 500.0 cm^-1
lattice contribution of that mode: 0.601
static sum eps_M + lattice: 2.155
exp(-gap/2kT) at 673.0 K: 3.3e-26
potential energy drop per cell at 1.0 MV/cm: 0.032 eV
that drop / band gap: 0.0047
```
